# Why finite-range learned potentials miss the polar phonon limit in hafnia: test program

```python
"""
Result under test: a potential of strictly finite range has a dynamical matrix
whose limit q -> 0 is the same for all directions n, whereas a polar insulator has
  D(q->0, n) = D(0) + 4 pi e^2 (n.Z_i)(n.Z_j) / (Omega n.eps.n sqrt(m_i m_j)).
Z: Born charges, eps: electronic dielectric tensor (diagonal), Omega: cell volume,
m: masses, TO / LO: transverse / longitudinal polar mode at the zone centre.
Units: nm, eV, atomic mass units; e^2 stands for e^2/(4 pi eps0) in eV nm.
The harmonic fluorite model has rough, rounded parameters in the regime of hafnia.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.special import erfc

COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
TO_CM = np.sqrt(sc.e / 1e-18 / sc.atomic_mass) / (2 * np.pi * sc.c * 100)
A0 = 0.51
PRIM = A0 / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
RECIP = 2 * np.pi * np.linalg.inv(PRIM).T
OMEGA = abs(np.linalg.det(PRIM))
POS = A0 * np.array([[0, 0, 0], [.25, .25, .25], [.75, .75, .75]])
MASS = np.array([178.49, 15.999, 15.999])
ROOT = np.sqrt(np.repeat(MASS, 3))
MM = np.outer(ROOT, ROOT)
PAIRS = (POS[None] - POS[:, None]).reshape(9, 3)
K_LONG, K_TRANS, K_HFHF = 980.0, -130.0, 200.0   # springs, eV/nm^2
ZERO = np.zeros((1, 3))


def freq(square):
    """Signed wavenumber in 1/cm from a squared frequency in eV/nm^2/amu."""
    return np.sign(square) * np.sqrt(np.abs(square)) * TO_CM


def lattice_points(vectors, radius):
    inverse = np.linalg.inv(vectors)
    n = np.ceil(radius * np.linalg.norm(inverse, axis=0)).astype(int)
    grid = np.stack(np.meshgrid(*[np.arange(-k, k + 1) for k in n],
                                indexing="ij"), -1).reshape(-1, 3)
    points = grid @ vectors
    return points[np.sum(points**2, axis=1) <= radius**2]


def make_ewald(vectors, d, eps, q_margin):
    """Ewald sum of -grad grad phi(d+L) exp(iq.(d+L)) over lattice vectors L."""
    alpha = 5.5
    eta = alpha * np.sqrt(np.mean(eps))
    root_det = np.sqrt(np.prod(eps))
    volume = abs(np.linalg.det(vectors))
    shifts = lattice_points(vectors, 1.1 + np.linalg.norm(d, axis=1).max())
    r = d[:, None] + shifts[None]
    dist = np.sqrt(np.sum(r**2 / eps, axis=2))
    same = dist < 1e-8
    dist[same] = 1.0
    w = r / eps
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * dist)**2)
    comp = erfc(eta * dist)
    f1 = -comp / dist**2 - gauss / dist
    f2 = 2 * comp / dist**3 + 2 * gauss / dist**2 + 2 * eta**2 * gauss
    near = (((f2 - f1 / dist) / dist**2)[..., None, None]
            * w[..., :, None] * w[..., None, :]
            + (f1 / dist)[..., None, None] * np.diag(1 / eps))
    near = -near / root_det
    near[same] = 0.0
    self_part = (same.any(axis=1)[:, None, None] * np.diag(1 / eps)
                 * 4 * eta**3 / (3 * np.sqrt(np.pi) * root_det))
    g = lattice_points(2 * np.pi * np.linalg.inv(vectors).T, 62.0 + q_margin)
    g_phase = np.exp(-1j * d @ g.T)

    def tensors(qs):
        k = qs[:, None] + g[None]
        kek = np.sum(k**2 * eps, axis=2)
        safe = np.where(kek > 1e-12, kek, 1.0)
        weight = np.where(kek > 1e-12, np.exp(-kek / (4 * eta**2)) / safe, 0)
        kk = (k[..., :, None] * k[..., None, :] * weight[..., None, None]
              * 4 * np.pi / volume).reshape(len(qs), len(g), 9)
        far = np.matmul(g_phase, kk.astype(complex)).reshape(len(qs), len(d), 3, 3)
        phase = np.exp(1j * np.einsum("plx,qx->qpl", r, qs))
        return far + np.einsum("qpl,plab->qpab", phase, near) - self_part
    return tensors


def direct_tensor(d, eps, radius, q, damping):
    """The same lattice sum term by term, inside a sphere, Gaussian damped."""
    r = d + lattice_points(PRIM, radius + np.linalg.norm(d))
    r2 = np.sum(r**2, axis=1)
    keep = (r2 > 1e-12) & (r2 < radius**2)
    r, r2 = r[keep], r2[keep]
    w = r / eps
    dist = np.sqrt(np.sum(r * w, axis=1))
    c = np.exp(1j * r @ q - damping**2 * r2)
    hess = (w * (3 * c / dist**5)[:, None]).T @ w - np.diag(1 / eps) * np.sum(c / dist**3)
    return -hess / np.sqrt(np.prod(eps))


def to_matrix(t, charges):
    t = t.reshape(-1, 3, 3, 3, 3) * charges[:, None, :, None] * charges[None, :, None, :]
    return t.transpose(0, 1, 3, 2, 4).reshape(-1, 9, 9)


# Short-range springs, stored as force-constant blocks for each bond vector
BOND = PAIRS[:, None] + lattice_points(PRIM, 1.2)[None]
LENGTH = np.linalg.norm(BOND, axis=2)
is_hf = np.array([1, 0, 0])
n_hf = (is_hf[:, None] + is_hf[None]).reshape(9, 1)
hf_o = (n_hf == 1) & (abs(LENGTH - np.sqrt(3) * A0 / 4) < 1e-6)
hf_hf = (n_hf == 2) & (abs(LENGTH - A0 / np.sqrt(2)) < 1e-6)
unit = BOND / np.where(LENGTH > 1e-9, LENGTH, 1.0)[..., None]
long_k = K_LONG * hf_o + K_HFHF * hf_hf
trans_k = K_TRANS * hf_o
BLOCK = -((long_k - trans_k)[..., None, None] * unit[..., :, None] * unit[..., None, :]
          + trans_k[..., None, None] * np.eye(3))


def spring_tensors(qs):
    phase = np.exp(1j * np.einsum("plx,qx->qpl", BOND, qs))
    return np.einsum("qpl,plab->qpab", phase, BLOCK)


def force_constants(coulomb_tensors, charges):
    """Total force-constant matrix; on-site blocks from translation invariance."""
    def raw(qs):
        return (COUL * to_matrix(coulomb_tensors(qs), charges)
                + to_matrix(spring_tensors(qs), np.ones((3, 3))))
    sums = raw(ZERO)[0].real.reshape(3, 3, 3, 3).sum(axis=2)
    onsite = np.zeros((9, 9))
    for i in range(3):
        onsite[3*i:3*i+3, 3*i:3*i+3] = -sums[i]
    return lambda qs: raw(qs) + onsite


def finite_range_tensors(n, eps):
    """Finite-range model read off from forces in an n x n x n supercell:
    each supercell force constant is given to the nearest periodic image(s)."""
    big = n * PRIM
    cells = np.array(list(itertools.product(range(n), repeat=3))) @ PRIM
    images = np.array(list(itertools.product(range(-3, 4), repeat=3))) @ big
    terms, reach = [], 0.0
    for i in range(3):
        d = (POS[:, None] + cells[None] - POS[i]).reshape(-1, 3)
        t = make_ewald(big, d, eps, 0.0)(ZERO)[0].real.reshape(3, -1, 9)
        for j in range(3):
            r = d.reshape(3, -1, 3)[j][:, None] + images[None]
            size = np.linalg.norm(r, axis=2)
            closest = size < size.min(axis=1)[:, None] + 1e-6
            cell, image = np.nonzero(closest)
            share = t[j][cell] / closest.sum(axis=1)[cell][:, None]
            terms.append((r[cell, image], share))
            reach = max(reach, size[closest].max())

    def tensors(qs):
        return np.stack([np.exp(1j * qs @ r.T) @ s for r, s in terms],
                        axis=1).reshape(len(qs), 9, 3, 3)
    return tensors, reach


def nonanalytic(n, charges, eps):
    z = (charges * n).reshape(9) * 0 + np.repeat(0.0, 9)
    z = (charges * n[None]).reshape(3, 3)
    # (n.Z)_a for diagonal Z is n_a Z_a, a vector over atoms and components
    z = z.reshape(9)
    return 4 * np.pi * COUL * np.outer(z, z) / (OMEGA * np.sum(n**2 * eps))


# Range of force constants for local energies, with one and two layers (1D chain)
def chain_energy(x, layers):
    s = abs(x[:, None] - x[None])
    g = np.where((s < 1.5) & (s > 0), (1 - (s / 1.5)**2)**3, 0.0)
    h = g.sum(axis=1)
    if layers == 2:
        h = g @ np.tanh(h)
    return np.sum(h**2)


hops = []
for layers in (1, 2):
    coupling = []
    for sep in range(1, 8):
        value = 0.0
        for a, b in itertools.product((1, -1), repeat=2):
            x = np.arange(21.0)
            x[7] += 0.01 * a
            x[7 + sep] += 0.01 * b
            value += a * b * chain_energy(x, layers) / (4 * 0.01**2)
        coupling.append(abs(value))
    farthest = max(s + 1 for s, c in enumerate(coupling) if c > 1e-8)
    assert farthest == 2 * layers and farthest <= 2 * layers * 1.5
    hops.append(farthest)

# Derivative formula for functions whose frequencies do not exceed R
rng = np.random.default_rng(4)
R_test = 2.3
w_t, p_t, c_t = rng.uniform(0, R_test, 6), rng.uniform(0, 6, 6), rng.normal(size=6)
odd = 2 * np.arange(-20000, 20000) + 1
sign = np.where(((odd - 1) // 2) % 2 == 0, 1, -1)
values = np.cos(np.outer(0.7 + odd * np.pi / (2 * R_test), w_t) + p_t) @ c_t
series = R_test * np.sum(sign * 4 / (np.pi * odd)**2 * values)
exact = -np.sum(c_t * w_t * np.sin(w_t * 0.7 + p_t))
assert abs(series - exact) < 1e-3    # truncated series, tail of order 1e-5

# Reference crystals: cubic, and an anisotropic variant
z_hf, eps_c = 5.6, 5.0
Z_cub = np.outer([1, -.5, -.5], np.full(3, z_hf))
E_cub = np.full(3, eps_c)
Z_ani = np.outer([1, -.5, -.5], [5.6, 5.3, 5.0])
E_ani = np.array([5.2, 5.0, 4.8])
ewald_cub = make_ewald(PRIM, PAIRS, E_cub, 23.0)
ewald_ani = make_ewald(PRIM, PAIRS, E_ani, 23.0)
ref = force_constants(ewald_cub, Z_cub)
ref_ani = force_constants(ewald_ani, Z_ani)

# Ewald sum against the direct sum, extrapolated to zero damping
q_test = 2 * np.pi / A0 * np.array([0.35, 0.10, 0.20])
s1 = direct_tensor(PAIRS[1], E_ani, 15.0, q_test, 0.5)
s2 = direct_tensor(PAIRS[1], E_ani, 15.0, q_test, 0.5 / np.sqrt(2))
scale = 4 * np.pi / (OMEGA * eps_c)
ewald_error = np.max(abs(2 * s2 - s1 - ewald_ani(q_test[None])[0, 1])) / scale
assert ewald_error < 3e-3            # residual of fourth order in the damping

# Direction-dependent limit against the closed formula
directions = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 0, 1], [1, 1, 1], [1, 2, 3]], float)
directions /= np.linalg.norm(directions, axis=1)[:, None]
Q0 = 1e-4
for model, charges, eps in ((ref, Z_cub, E_cub), (ref_ani, Z_ani, E_ani)):
    jump = model(Q0 * directions) - model(ZERO)
    for n, j in zip(directions, jump):
        formula = nonanalytic(n, charges, eps)
        assert np.max(abs(j - formula)) < 1e-4 * np.max(abs(formula))

# Polar mode of the cubic crystal
patterns = []
for n in directions:
    v = (Z_cub * n).reshape(9) / ROOT
    patterns.append(v / np.linalg.norm(v))
D0 = ref(ZERO)[0].real / MM
Dn = ref(Q0 * directions) / MM
to2 = patterns[0] @ D0 @ patterns[0]
lo2 = (patterns[0] @ Dn[0] @ patterns[0]).real
delta = lo2 - to2
for v, d in zip(patterns, Dn):
    assert np.linalg.norm(d @ v - lo2 * v) < 1e-3 * lo2
    assert np.linalg.norm(D0 @ v - to2 * v) < 1e-6 * lo2
assert to2 > 0
zx = (Z_cub * directions[0]).reshape(9)
eps_static = eps_c + 4 * np.pi * COUL / OMEGA * zx @ np.linalg.pinv(D0 * MM, rcond=1e-8) @ zx
assert abs(eps_static / (eps_c * lo2 / to2) - 1) < 1e-3

# Smallest possible worst-direction error of one single limit matrix
assert abs(np.linalg.norm(Dn[0] - Dn[1], 2) / delta - 1) < 1e-3
middle = D0 + delta / 2 * sum(np.outer(v, v) for v in patterns[:3])
random_n = rng.normal(size=(60, 3))
random_n /= np.linalg.norm(random_n, axis=1)[:, None]
worst = max(np.linalg.norm(d - middle, 2) for d in ref(Q0 * random_n) / MM)
assert abs(worst / (delta / 2) - 1) < 1e-3

# Plain spherical cutoff of the dipolar force constants
sphere = force_constants(lambda qs: np.array(
    [[direct_tensor(d, E_cub, 3.0, q, 0.0) for d in PAIRS] for q in qs]), Z_cub)
sphere2 = [(v @ d @ v).real for v, d in zip(patterns, sphere(Q0 * directions) / MM)]
assert np.max(abs(np.array(sphere2) - (to2 + delta / 3))) < 1e-5 * lo2

# Finite-range models with zero training error in their supercell
half = (np.arange(12) + 0.5) / 12 - 0.5
mesh = np.array([f for f in itertools.product(half, repeat=3) if f[0] > 0]) @ RECIP
phi_mesh = ref(mesh)
amplitude = 0.005


def rms_force(matrices):
    return amplitude * np.sqrt(np.mean(np.sum(abs(matrices)**2, axis=(1, 2))) / 9)


q_line = np.linspace(0.05, 15, 300)
table = []
for n_cell in (2, 3, 4, 5):
    tensors, reach = finite_range_tensors(n_cell, E_cub)
    model = force_constants(tensors, Z_cub)
    q_fit = np.array([[1, 0, 0], [1, 1, 0], [0, 1, -1], [1, 1, 1]]) / n_cell @ RECIP
    train = np.max(abs(model(q_fit) - ref(q_fit))) / np.max(abs(phi_mesh))
    assert train < 1e-7
    limits = np.array([(v @ d @ v).real for v, d in zip(patterns, model(Q0 * directions) / MM)])
    assert np.max(abs(limits - to2)) < 1e-6 * lo2
    phi_model = model(mesh)
    line = model(q_line[:, None] * directions[0]) / MM
    levels = np.concatenate([np.linalg.eigvalsh(phi_model / MM).ravel(),
                             np.linalg.eigvalsh(line).ravel()])
    rise = np.einsum("a,qab,b->q", patterns[0], line, patterns[0]).real - to2
    bound = (q_line * reach)**2 * (levels.max() - levels.min()) / 4
    assert np.all(abs(rise) <= bound)
    table.append((n_cell, reach, train, rms_force(phi_model - phi_mesh),
                  freq(limits.mean()), np.max(abs(rise) / bound)))
assert table[-1][3] < table[0][3] / 2
last_model = model

waves = np.array([20.0, 10.0, 5.0, 2.5, A0 * 5 / 2])
q_waves = 2 * np.pi / waves[:, None] * directions[0]
true_f, model_f = [freq(np.einsum("a,qab,b->q", patterns[0], m(q_waves) / MM,
                                  patterns[0]).real) for m in (ref, last_model)]
assert abs(true_f[-1] - model_f[-1]) < 1e-3

# Longest wavelength at which a finite-range model could reach the LO limit
ref_levels = np.linalg.eigvalsh(phi_mesh / MM)
spread = max(ref_levels.max(), lo2) - min(ref_levels.min(), 0.0)
r_cut = 0.6
longest = [np.pi * 2 * layers * r_cut * np.sqrt(spread / delta) for layers in (1, 3)]

# Anisotropic crystal: the frequencies themselves depend on direction
pick = directions[[0, 3, 2]]
top_true = freq(np.linalg.eigvalsh(ref_ani(Q0 * pick) / MM)[:, -1])
ani_model = force_constants(finite_range_tensors(3, E_ani)[0], Z_ani)
top_model = freq(np.linalg.eigvalsh(ani_model(Q0 * pick) / MM)[:, -1])
assert np.ptp(top_model) < 1e-3 and np.ptp(top_true) > 1.0

# Sizes: one missing pair force, the coherent force, and neglected effects
pair_force = 2 * COUL * (z_hf / 2)**2 / (eps_c * (2 * r_cut)**3) * amplitude
field_force = 4 * np.pi * COUL * z_hf**2 / (OMEGA * eps_c) * amplitude
lo_cm, to_cm = freq(lo2), freq(to2)
omega_lo = 2 * np.pi * sc.c * 100 * lo_cm
light_wave = 1e7 / (lo_cm * np.sqrt(eps_c))
carriers = 1e18
plasma_ratio = carriers * 1e6 * sc.e**2 / (sc.epsilon_0 * eps_c * sc.m_e) / omega_lo**2
lo_shift = freq(to2 + 1.1**2 * delta) - lo_cm
x_q = sc.hbar * omega_lo / (2 * sc.k * 300)

print(f"Lattice constant {A0:.2f} nm; cell volume {OMEGA:.5f} nm^3")
print(f"Born charge Hf {z_hf:.1f} e, O {-z_hf/2:.1f} e; eps_inf {eps_c:.1f}")
print(f"Masses Hf {MASS[0]:.2f}, O {MASS[1]:.3f} amu")
print(f"Springs Hf-O long. {K_LONG:.0f}, transv. {K_TRANS:.0f}; Hf-Hf {K_HFHF:.0f} eV/nm^2")
print(f"Chain test, cutoff 1.5 spacings: farthest coupling {hops[0]} (1 layer), {hops[1]} (2 layers) spacings")
print(f"Ewald minus direct sum, relative: {ewald_error:.1e}")
print(f"TO {to_cm:.1f} 1/cm; LO {lo_cm:.1f} 1/cm; sqrt(Delta) {freq(delta):.1f} 1/cm")
print(f"LO energy {sc.hbar*omega_lo/sc.e:.4f} eV; static dielectric constant {eps_static:.1f}")
print(f"Lowest signed frequency on q mesh {freq(ref_levels.min()):.1f} 1/cm")
print(f"Best single compromise frequency {freq(to2+delta/2):.1f} 1/cm")
print(f"Spherical cutoff 3 nm, every direction: {freq(np.mean(sphere2)):.1f} 1/cm")
print(f"Random displacement per component {amplitude:.3f} nm; rms force {rms_force(phi_mesh):.2f} eV/nm")
print("Supercell | range nm | relative training error | rms force error eV/nm | q->0 longitudinal 1/cm | rise/bound")
for n_cell, reach, train, err, lim, ratio in table:
    print(f"  {n_cell}^3 | {reach:.3f} | {train:.1e} | {err:.3f} | {lim:.1f} | {ratio:.2f}")
print("Wavelength nm along [100] | true longitudinal 1/cm | 5^3 model 1/cm")
for wave, t, m in zip(waves, true_f, model_f):
    print(f"  {wave:.3f} | {t:.1f} | {m:.1f}")
print(f"Spread W as frequency {freq(spread):.1f} 1/cm; W/Delta {spread/delta:.3f}")
print(f"Cutoff {r_cut:.1f} nm: longest wavelength able to reach LO: {longest[0]:.2f} nm (1 layer), {longest[1]:.2f} nm (3 layers)")
print(f"O-O pair force at {2*r_cut:.1f} nm for that displacement: {pair_force:.4f} eV/nm")
print(f"Macroscopic-field force on Hf, relative displacement {amplitude:.3f} nm: {field_force:.2f} eV/nm")
print("Anisotropic variant: Hf charges 5.6, 5.3, 5.0 e; eps_inf 5.2, 5.0, 4.8 (x, y, z)")
print("  top frequency for n = x, xz, z, true: " + ", ".join(f"{f:.1f}" for f in top_true) + " 1/cm")
print("  same, finite-range 3^3 model: " + ", ".join(f"{f:.1f}" for f in top_model) + " 1/cm")
print(f"Retardation matters near wavelength {light_wave:.0f} nm")
print(f"Carriers {carriers:.0e} cm^-3, free mass: (plasma/LO frequency)^2 = {plasma_ratio:.3f}")
print(f"Born charges 10% larger at fixed TO: LO shifts by {lo_shift:.1f} 1/cm")
print(f"Quantum/classical mean energy of LO mode at 300 K: {x_q/np.tanh(x_q):.2f}")
print("tests ok")
```

Printed output:

```
Lattice constant 0.51 nm; cell volume 0.03316 nm^3
Born charge Hf 5.6 e, O -2.8 e; eps_inf 5.0
Masses Hf 178.49, O 15.999 amu
Springs Hf-O long. 980, transv. -130; Hf-Hf 200 eV/nm^2
Chain test, cutoff 1.5 spacings: farthest coupling 2 (1 layer), 4 (2 layers) spacings
Ewald minus direct sum, relative: 2.2e-04
TO 279.5 1/cm; LO 648.9 1/cm; sqrt(Delta) 585.6 1/cm
LO energy 0.0805 eV; static dielectric constant 27.0
Lowest signed frequency on q mesh 16.9 1/cm
Best single compromise frequency 499.6 1/cm
Spherical cutoff 3 nm, every direction: 438.7 1/cm
Random displacement per component 0.005 nm; rms force 10.49 eV/nm
Supercell | range nm | relative training error | rms force error eV/nm | q->0 longitudinal 1/cm | rise/bound
  2^3 | 0.510 | 3.6e-14 | 2.791 | 279.5 | 0.20
  3^3 | 0.765 | 1.3e-14 | 1.662 | 279.5 | 0.17
  4^3 | 1.020 | 1.2e-14 | 1.062 | 279.5 | 0.18
  5^3 | 1.275 | 2.1e-14 | 0.772 | 279.5 | 0.18
Wavelength nm along [100] | true longitudinal 1/cm | 5^3 model 1/cm
  20.000 | 648.9 | 284.8
  10.000 | 648.8 | 300.1
  5.000 | 648.3 | 352.0
  2.500 | 646.7 | 483.0
  1.275 | 639.9 | 639.9
Spread W as frequency 648.9 1/cm; W/Delta 1.228
Cutoff 0.6 nm: longest wavelength able to reach LO: 4.18 nm (1 layer), 12.53 nm (3 layers)
O-O pair force at 1.2 nm for that displacement: 0.0131 eV/nm
Macroscopic-field force on Hf, relative displacement 0.005 nm: 17.11 eV/nm
Anisotropic variant: Hf charges 5.6, 5.3, 5.0 e; eps_inf 5.2, 5.0, 4.8 (x, y, z)
  top frequency for n = x, xz, z, true: 649.1, 631.5, 611.7 1/cm
  same, finite-range 3^3 model: 432.9, 432.9, 432.9 1/cm
Retardation matters near wavelength 6892 nm
Carriers 1e+18 cm^-3, free mass: (plasma/LO frequency)^2 = 0.043
Born charges 10% larger at fixed TO: LO shifts by 53.3 1/cm
Quantum/classical mean energy of LO mode at 300 K: 1.70
tests ok
```
